\section*{Smooth-gauge semiconductor Bloch equations and the phase independence of the current}

\section{Result and scope}

Let a uniform field $E(t)=-dA/dt$ drive electrons of charge $-e$ in the bands of a one-dimensional crystal of period $a$. Write $|u_n(k)\rangle$ for the cell-periodic Bloch states, $\varepsilon_n(k)$ for their energies and
\begin{equation}
\xi_{mn}(k)=i\langle u_m|\partial_k u_n\rangle \label{xi}
\end{equation}
for the connection. Its off-diagonal elements are the dipole lengths and its diagonal elements are the Berry connections. Along $k(t)=\kappa+eA(t)/\hbar$ the density matrix obeys
\begin{equation}
i\hbar\dot\rho_{mn}=[\varepsilon+eE\xi,\rho]_{mn}
-\frac{i\hbar}{T_2}(1-\delta_{mn})\rho_{mn}, \label{sbe}
\end{equation}
and the current of one chain, with a factor 2 for spin, is
\begin{equation}
I(t)=-2e\int_{\rm BZ}\frac{d\kappa}{2\pi}\,{\rm Tr}(\rho v). \label{current}
\end{equation}
Under the phase change $|u_n'\rangle=e^{i\phi_n(k)}|u_n\rangle$ the current $I(t)$ is unchanged, provided that $\rho$ and every element of $\xi$, including the diagonal, are transformed together.

The phases $\phi_n$ must be differentiable. The Fourier tables of Section 4 also require $e^{i\phi_n}$ to be periodic over the zone. A diagonalization routine may return phases that jump between grid points. Such phases have no derivative and cannot enter (\ref{sbe}). They are acceptable as input to the smoothing step of Section 4, which turns them into admissible ones.

The bands are taken as non-degenerate, Coulomb interaction is left out, and $T_2$ is a constant. The valence band is full before the pulse, so the initial $\rho$ is diagonal and is the same in every gauge.

\section{Equation of motion and velocity}

The definition of $k(t)$ gives $\hbar\dot k=e\dot A=-eE$, the force on a charge $-e$. Expand a state as $\sum_n c_n|u_n(k(t))\rangle$ and insert it into the Schr\"odinger equation with Hamiltonian $H(k(t))$. Projection on $\langle u_m|$ gives
\begin{align}
i\hbar\dot c_m&=\varepsilon_m c_m-i\hbar\dot k\sum_n\langle u_m|\partial_k u_n\rangle c_n\nonumber\\
&=\varepsilon_m c_m-\hbar\dot k\sum_n\xi_{mn}c_n
=\varepsilon_m c_m+eE\sum_n\xi_{mn}c_n .
\end{align}
With $\rho_{mn}=\overline{c_mc_n^*}$ this is the commutator in (\ref{sbe}). The $T_2$ term is added as a model of dephasing.

The velocity is $v=\partial_kH/\hbar$. Differentiate $\langle u_m|H|u_n\rangle=\varepsilon_n\delta_{mn}$ and use $\langle\partial_ku_m|u_n\rangle=-\langle u_m|\partial_ku_n\rangle$, which follows from orthonormality:
\begin{align}
\langle u_m|\partial_kH|u_n\rangle
&=\delta_{mn}\partial_k\varepsilon_n-\varepsilon_n\langle\partial_ku_m|u_n\rangle
-\varepsilon_m\langle u_m|\partial_ku_n\rangle\nonumber\\
&=\delta_{mn}\partial_k\varepsilon_n+(\varepsilon_n-\varepsilon_m)\langle u_m|\partial_ku_n\rangle .
\end{align}
Since $\langle u_m|\partial_ku_n\rangle=-i\xi_{mn}$,
\begin{equation}
v_{mn}=\frac{1}{\hbar}\left[\delta_{mn}\partial_k\varepsilon_n+i(\varepsilon_m-\varepsilon_n)\xi_{mn}\right]. \label{vel}
\end{equation}

\section{Why the phases cancel}

Collect the phases in $U={\rm diag}(e^{i\phi_n})$ and their slopes in $D={\rm diag}(\partial_k\phi_n)$. The product rule in (\ref{xi}) gives
\begin{equation}
\xi'=U^\dagger\xi U+iU^\dagger\partial_kU=U^\dagger\xi U-D. \label{law}
\end{equation}
The amplitudes become $c_n'=e^{-i\phi_n}c_n$, so $\rho'=U^\dagger\rho U$. The phases are evaluated at the moving $k(t)$, hence $\dot U^\dagger=-i\dot kDU^\dagger$ and $\dot U=i\dot kDU$. Without the dephasing term,
\begin{align}
i\hbar\dot\rho'&=\hbar\dot k[D,\rho']+U^\dagger[\varepsilon+eE\xi,\rho]U\nonumber\\
&=\hbar\dot k[D,\rho']+[\varepsilon+eE(\xi'+D),\rho']\nonumber\\
&=(\hbar\dot k+eE)[D,\rho']+[\varepsilon+eE\xi',\rho'].
\end{align}
The bracket $\hbar\dot k+eE$ is zero, and (\ref{sbe}) keeps its form. The slope term in the diagonal connection is thus what balances the rotation of the basis phase along the path.

The dephasing term removes $\rho-\sum_nP_n\rho P_n$ at the rate $1/T_2$, where $P_n=|u_n\rangle\langle u_n|$. A projector contains no phase, so this term is covariant too. If two bands are degenerate, a change of basis may mix them. It then changes the individual $P_n$, and the invariance of the dephased current is no longer guaranteed.

By (\ref{vel}) and (\ref{law}), $v'=U^\dagger vU$, because $D$ affects only diagonal elements of $\xi$, which do not enter $v$. Each product $\rho_{nm}v_{mn}$ is therefore unchanged. The band-diagonal current (from $m=n$) and the off-diagonal current are separately invariant.

\subsection{Two bands: the invariant detuning}

For a valence band $v$ and a conduction band $c$, write $\xi_{cv}=|\xi_{cv}|e^{i\alpha(k)}$ and $\rho_{cv}=e^{i\alpha}r$. Differentiation gives $i\hbar\dot\rho_{cv}=e^{i\alpha}(i\hbar\dot r-\hbar\dot k\,\partial_k\alpha\, r)=e^{i\alpha}(i\hbar\dot r+eE\,\partial_k\alpha\, r)$, so
\begin{align}
i\hbar\dot r&=\left(\varepsilon_c-\varepsilon_v+eER-\frac{i\hbar}{T_2}\right)r
+eE|\xi_{cv}|(\rho_{vv}-\rho_{cc}),\label{shift}\\
R&=\xi_{cc}-\xi_{vv}-\partial_k\alpha .
\end{align}
A phase change lowers both $\xi_{cc}-\xi_{vv}$ and $\partial_k\alpha$ by $\partial_k(\phi_c-\phi_v)$, so the length $R$ is invariant. If the diagonal connections are dropped, the detuning becomes $-eE\,\partial_k\alpha$, which depends on the gauge. Equation (\ref{shift}) contains no free phase, but $\alpha$ is undefined wherever the dipole vanishes. A smooth gauge avoids that difficulty and extends to more bands.

\section{Building the smooth gauge}

Let the orbitals sit at positions $\tau_b$ and let the Bloch phase include these positions. Then $u(k+2\pi/a)=Vu(k)$ with $V={\rm diag}(e^{-2\pi i\tau_b/a})$. Take $N$ points of spacing $\delta=2\pi/(Na)$.

First, go through the grid and multiply each state by the phase that makes $\langle u_{j-1}|u_j\rangle$ real and positive. The last overlap, $\langle u_{N-1}|Vu_0\rangle$, keeps a phase $\beta$ that cannot be removed in this way. Next, replace $u_j$ by $e^{i\beta j/N}u_j$. Every interior overlap then has the phase $\beta/N$. The closing one has $\beta-\beta(N-1)/N=\beta/N$ as well. No jump remains at the zone boundary.

For small $\delta$ an overlap is $1-i\delta\,\xi_{nn}$ to first order, with phase $-\delta\,\xi_{nn}$. Exchanging the two end points conjugates the overlap, so about the midpoint its phase is odd in $\delta$ and the next term is of order $\delta^3$. Therefore
\begin{equation}
\xi_{nn}=-\frac{\beta_n}{N\delta}+O(\delta^2)=-\frac{\beta_na}{2\pi}+O(\delta^2).
\end{equation}
The angle $\beta_n$ is defined up to $2\pi$. Another choice shifts $\xi_{nn}$ by $a$, which is the admissible phase change $\phi_n=\pm ka$.

The small $k$-dependent remainder in $\xi_{nn}$ is kept here, so that every element of $\xi$ belongs to the same states. This remainder is obtained, together with the dipoles, by differentiating the periodic vectors $w=e^{ik\tau}u$. From $\partial_ku=e^{-ik\tau}(\partial_kw-i\tau w)$,
\begin{equation}
\xi=iw^\dagger\partial_kw+w^\dagger\tau w ,
\end{equation}
where the columns of $w$ are the bands. The derivative is taken by multiplying Fourier component $m$ by $ima$. An odd $N$ avoids the unpaired highest component of an even grid.

The same Fourier series gives the tables at the moving points:
\begin{equation}
f(\kappa_j+q)=\sum_m f_m\,e^{imaq}\,e^{ima\kappa_j},\qquad q=eA/\hbar .
\end{equation}
This is where smoothness pays. The coefficients $f_m$ of a smooth periodic table fall rapidly, so a coarse grid suffices.

\section{Algorithm, cost and stability}

\begin{verbatim}
diagonalize H(k_j), j = 0..N-1
for each band:
    make successive overlaps real and positive
    beta = phase of <u[N-1]|V u[0]>
    u[j] *= exp(i beta j/N)
w = exp(i k tau) u;  dw = spectral derivative
xi = i w^H dw + w^H tau w;  v = u^H (dH/dk) u / hbar
Fourier transform eps, xi, v over k
rho = projector on the valence band
for each time step:
    h(t) = inverse FFT[(eps_m + e E xi_m) exp(i m a q)]
           at the start, middle and end of the step
    advance rho by fourth-order Runge-Kutta:
        X = h rho
        rhs = -(i/hbar)(X - X^H) - offdiag(rho)/T2
    at output times: shift v, sum Tr(rho v) over k
\end{verbatim}

The matrix at the end of a step is reused at the start of the next, so each step needs two interpolations. For $n$ bands these cost of order $n^2N\log N$ operations, and the four matrix products cost of order $n^3N$. The form $X-X^\dagger$ replaces the second product of the commutator, because $h$ and $\rho$ are Hermitian.

For a frozen $h$ without dephasing, an element of $\rho$ in the eigenbasis of $h$ rotates by an angle $y=W\Delta t/\hbar$ per step, where $W$ is a difference of eigenvalues. Runge--Kutta replaces $e^{-iy}$ by its Taylor polynomial of degree four, whose squared modulus is
\begin{equation}
\left(1-\frac{y^2}{2}+\frac{y^4}{24}\right)^2+\left(y-\frac{y^3}{6}\right)^2
=1-\frac{y^6}{72}+\frac{y^8}{576}.
\end{equation}
It does not exceed one for $y\le2\sqrt2$. The leading error per step is $y^5/120$, so accuracy sets the time step well before stability does. The spread $W$ is at most the band spread plus $|eE|$ times the eigenvalue spread of $\xi$. By (\ref{law}), phases whose slopes differ strongly between bands enlarge the latter. On a grid fine enough to resolve the phases, all admissible gauges give the same current in the limit $\Delta t\to0$, but they do not have the same error at finite $\Delta t$.

\section{Worked example}

The chain has $a=0.5$ nm and two orbitals, at $0$ and $\tau=0.2$ nm, with energies $\pm1.3$ eV. Their coupling is
\begin{equation}
h(k)=t_1e^{ik\tau}-t_2e^{ik(\tau-a)},\quad t_1=1.7\ {\rm eV},\ t_2=0.7\ {\rm eV}.
\end{equation}
The gap is $2\sqrt{1.3^2+|h|^2}$ with $|h|^2=t_1^2+t_2^2-2t_1t_2\cos ka$. At $k=0$, $|h|=1.0$ eV and the gap is $3.28$ eV. At the zone edge, $|h|=2.4$ eV and the gap is $5.46$ eV. Expansion about $k=0$ gives the gap curvature $4t_1t_2a^2/E_g=0.363$ eV nm$^2$ and a reduced mass $\mu=0.21$ electron masses.

The pulse has a wavelength of 3200 nm ($\hbar\omega=0.3875$ eV), five cycles under a $\sin^2$ envelope of the vector potential (53.4 fs in all), and a peak field $F=15$ MV/cm $=1.5$ V/nm. The wave vector moves by up to about $eF/(\hbar\omega)=1.5/0.3875=3.87$ nm$^{-1}$, against a zone edge at $6.28$ nm$^{-1}$. The dephasing time is 5 fs. The grid has 63 wave vectors and 8000 time steps of 6.67 as. The band part of the step angle is then at most $5.46\times0.00667/0.658=0.055$.

\subsection{Currents in different gauges}

The peak current is $2.34\ \mu$A. The diagonal and off-diagonal parts peak at $1.52$ and $3.03\ \mu$A, so they partly cancel. Differences below are the largest over 501 output times, divided by the peak of the current compared.

Two sets of random input phases, both smoothed, give currents that differ by $5\times10^{-14}$, which is rounding error. A stronger case adds
\begin{equation}
\phi_v=0.8\cos2ka,\qquad \phi_c=ka+1.3\sin ka
\end{equation}
to the smooth states and recomputes $\xi$ from the new vectors. The difference is $1.7\times10^{-7}$. With the time step doubled it is $2.6\times10^{-6}$, larger by a factor of 15.4. A fourth-order method should give about 16, so the remaining difference is time-stepping error and not a gauge effect.

A calculation without any connection gives an independent value. The density matrix is kept in the fixed orbital basis. In each step $H$ at the middle of the step is diagonalized, $\rho$ is rotated into the eigenbasis, its elements are multiplied by $e^{-i(\varepsilon_m-\varepsilon_n)\Delta t/\hbar}$ and, off the diagonal, by $e^{-\Delta t/T_2}$, and $\rho$ is rotated back. Runs with 2000 and 4000 steps, extrapolated to remove the second-order error, agree with the smooth-gauge current to $6\times10^{-7}$.

\subsection{What the failures look like}

If the random phases are differentiated without smoothing, the dipole's Fourier coefficients do not decay. For the set of random phases used here, the largest one above $|m|=21$ is as large as the largest of all, while in the smooth gauge the ratio is $10^{-13}$. The resulting current is wrong by 20 times the correct peak; another set of random phases gives a different error.

Dropping the diagonal connection is harder to notice. In the smooth gauge with $-\pi<\beta_n\le\pi$, the mean values are $\xi_{vv}=0.169$ nm and $\xi_{cc}=0.031$ nm. The omitted detuning at peak field is $1.5\times(0.031-0.169)=-0.21$ eV, and it changes sign with the field. With this choice of $\beta_n$ the current is wrong by 15\% of its peak; another choice gives a different error. With the extra phases, the same omission gives an error of 7.5 times the peak.

The harmonic yield is $|\omega I(\omega)|^2$ summed with equal weights over 21 evenly spaced frequencies from half an order below to half an order above, both ends included, with a $\sin^2$ time window on $I$. The table gives its decimal logarithm relative to order 1 of the correct calculation.

\begin{center}
\begin{tabular}{rrrr}
order & correct & no diagonal & random\\
2 & $-2.06$ & $-1.29$ & $2.26$\\
3 & $-1.38$ & $-1.39$ & $1.37$\\
4 & $-3.52$ & $-2.83$ & $1.94$\\
8 & $-1.99$ & $-1.74$ & $2.33$\\
9 & $-1.41$ & $-1.42$ & $1.44$\\
13 & $-1.85$ & $-1.75$ & $1.17$
\end{tabular}
\end{center}

The extra phases with the full connection reproduce the correct column; the largest relative change of any yield up to order 13 is $7\times10^{-7}$. With the $\beta_n$ chosen above and no diagonal connection, orders 3 and 9 move by only 0.01, while the window at order 2 is too strong by a factor of $10^{0.77}\approx6$ and that at order 4 by about 5. These two factors depend on how the window edges are weighted; a converged integral gives about 8 and 6. In the correct column the even windows are not even harmonics. The pulse is short, and they are filled mostly by the part of the current that is odd in the field. The part even in the field, $[I(E)+I(-E)]/2$, is much weaker, and the omission raises it by a factor of about 40 at order 2 and about $10^4$ at order 4. Plausible yields at a few odd orders are therefore no evidence of a correct connection. A repeat run with extra smooth phases exposes the omission, provided that their slopes differ between the bands. A phase common to all bands leaves the dipoles unchanged and reveals nothing.

\section{Dephasing and the limits of the model}

After the pulse a fraction $6.65\times10^{-3}$ of the electrons is in the conduction band. Doubling $T_2$ lowers it to $3.37\times10^{-3}$. The near halving follows from (\ref{sbe}) for a field that is slow compared with the gap frequency. To leading order in $E$, with $\Delta=\varepsilon_c-\varepsilon_v$, setting $\dot r=0$ in (\ref{shift}) and dropping $eER$ gives $r=-eE|\xi_{cv}|/(\Delta-i\hbar/T_2)$. The population equation is $\dot\rho_{cc}=(2eE/\hbar)|\xi_{cv}|\,{\rm Im}\,r^*$, and this $r$ contributes
\begin{equation}
\dot\rho_{cc}=\frac{2}{T_2}\,\frac{(eE|\xi_{cv}|)^2}{\Delta^2+(\hbar/T_2)^2}.
\end{equation}
The first correction from $\dot r$ is $-(i\hbar/\Delta)\,\partial_t(eE|\xi_{cv}|/\Delta)$ in $r$. It adds $\partial_t(eE|\xi_{cv}|/\Delta)^2$ to $\dot\rho_{cc}$. This term can be the larger one within a cycle, but it is a total derivative and integrates to zero over the pulse, since $E$ vanishes at both ends. Most of the carriers that remain come from the displayed rate. With $\hbar/T_2=0.13$ eV far below the gap, this rate is proportional to $1/T_2$. Constant dephasing turns the reversible polarization of the bands into real carriers. Most of the excitation here has the scaling of this process and not that of tunnelling. Gauge invariance does not cure it: a current can be independent of the phases and still depend strongly on the dephasing model. Doubling $T_2$ multiplies the yields of orders 3, 9 and 13 by 0.15, 9.6 and 4.3. With dephasing, (\ref{current}) is also a choice of definition. If the $T_2$ term removes all interband elements, the mean position moves at ${\rm Tr}(\rho v)-{\rm Tr}(\xi_{\rm od}\rho)/T_2$, where $\xi_{\rm od}$ is the off-diagonal part of $\xi$. The extra term is phase invariant as well. In the example it reaches about 40\% of the peak current and lowers the yield of order 1 by 20\%, while orders 3, 9 and 13 change by 3\% or less.

The parameters describe a model wide-gap semiconductor under a mid-infrared pulse and not the band structure of a particular material. The peak field lies well above the static breakdown field of semiconductors with such a gap, a few MV/cm, and is meaningful only for femtosecond pulses; the model contains no damage mechanism. The value of 5 fs is a phenomenological choice, short compared with dephasing times expected in weakly excited semiconductors. One assumption that a real crystal breaks severely is the single line of wave vectors. At a transverse wave vector of 2 nm$^{-1}$, with the same mass assumed in that direction, the gap rises by $\hbar^2k_\perp^2/2\mu=0.73$ eV. Raising the orbital splitting to match changes the yields of orders 3, 9 and 13 by factors of 0.19, 0.002 and 0.006. For a cell area of 0.1 nm$^2$, the disc inside this wave vector is 3\% of the transverse zone. The yields above therefore belong to one line, and a crystal spectrum needs the sum of currents over the whole zone.

Other omissions differ widely in size, all other settings being held fixed:
\begin{itemize}
\item A third orbital at 6 eV, placed at the first one and coupled to it by $2i(0.3\ {\rm eV})\sin ka$, changes orders 3, 9 and 13 by factors of 0.93, 0.90 and 0.70. The three-band current is again independent of added smooth phases, to $2\times10^{-7}$.
\item If the excited fraction held across the zone, the carrier density would be $2\times6.65\times10^{-3}/(0.05\ {\rm nm}^3)=2.7\times10^{20}$ cm$^{-3}$. The critical density $\epsilon_0\epsilon\mu\omega^2/e^2$ for a rough optical permittivity $\epsilon=4$ is $9\times10^{19}$ cm$^{-3}$. The ratio of 2.9 is a strong overestimate, because the excited fraction falls with transverse wave vector: at 2 nm$^{-1}$ it is already halved. The band-edge mass $\mu$ also overstates the response of carriers spread along the line, because the curvature of the gap falls away from $k=0$ and changes sign. Whether the carriers alter the pulse must be decided with their density and band curvature summed over the whole zone, and with the path length in the crystal.
\item A hydrogen-like exciton with a rough static permittivity of 8 is bound by $13.6\times0.21/64=0.045$ eV. Its binding energy divided by $e$ and its radius is 0.22 MV/cm, far below the peak field. This compares scales and does not show that Coulomb effects on the spectrum are small.
\item The thermal factor $e^{-E_g/2k_BT}$ at 300 K is $3\times10^{-28}$, so a full valence band is a sound initial state for an undoped crystal.
\end{itemize}
